# How Strong Spin-Orbit Scattering Turns Zeeman Splitting into Depairing

**Q.** In a thin superconducting film, a parallel field splits the coherence peak in two, one peak per spin. You say that strong spin-orbit scattering leaves one rounded peak, as if the field broke pairs. But spin-orbit scattering respects time reversal, and such scattering should not hurt a singlet superconductor. Where would pair breaking come from?

**A.** From the field, which does break time reversal. The scattering decides how the field acts, so we need equations containing both.

Take a homogeneous s-wave film with real gap parameter $\Delta$ and Zeeman energy $h=\mu_BB$ (g-factor 2). I use the basis $(\psi_\uparrow,\psi_\downarrow,-\psi_\downarrow^\dagger,\psi_\uparrow^\dagger)$, whose lower half is the time-reversed partner of the upper half. A hole carries minus the energy of the time-reversed electron. Terms even under time reversal therefore come with the particle-hole matrix $\tau_3$, and odd terms with the unit matrix:

$$H=\xi\tau_3+h\sigma_z+\Delta\tau_1 .$$

For spin $s=\pm1$ the energies are $sh\pm\sqrt{\xi^2+\Delta^2}$. Without scattering the positive-energy peaks thus lie at $\Delta+h$ and $\Delta-h$, a distance $2h$ apart.

**Q.** Now the scattering. Definitions of the spin-orbit time differ by factors of order one, so fix yours.

**A.** The matrix element is $iU(\hat k\times\hat k')\cdot\sigma\,\tau_3$. Under time reversal $i$ and $\sigma$ change sign while the product of two momenta does not, so the term is even and carries $\tau_3$. I define $1/\tau_{so}$ as the total golden-rule rate of this scattering, spin-flip or not. Since $\langle|\hat k\times\hat k'|^2\rangle=2/3$,

$$\frac{\hbar}{\tau_{so}}=2\pi n_iN_0|U|^2\,\frac23 ,$$

with impurity density $n_i$ and normal density of states $N_0$ per spin.

I also assume that ordinary potential scattering is much faster than $1/\tau_{so}$, $\Delta/\hbar$ and $h/\hbar$. It keeps the Green function $G$ isotropic, so the self-energy is needed only averaged over directions. By isotropy the average $2/3$ is shared equally by three components:

$$\langle(\hat k\times\hat k')_i(\hat k\times\hat k')_j\rangle=\tfrac29\delta_{ij}.$$

The return matrix element contains $\hat k'\times\hat k=-\hat k\times\hat k'$, and this sign cancels $i^2$. The self-consistent Born self-energy is

$$\Sigma=\frac{2}{9}n_iN_0|U|^2\sum_i\sigma_i\tau_3\int d\xi\,G\;\tau_3\sigma_i
=\frac{\Gamma}{2}\sum_i\sigma_i\tau_3\int\frac{d\xi}{\pi}G\;\tau_3\sigma_i,$$

$$\Gamma\equiv\frac{\hbar}{3\tau_{so}} .$$

The second form uses $n_iN_0|U|^2=3\hbar/(4\pi\tau_{so})$.

**Q.** That is still a matrix equation. What does it say about each spin?

**A.** Write $G_s=(\tilde E_s-\xi\tau_3-\tilde\Delta_s\tau_1)^{-1}$. Rationalizing it and integrating over $\xi$ removes the odd term and gives

$$\int\frac{d\xi}{\pi}G_s=-(g_s+f_s\tau_1),$$

$$g_s=\frac{\tilde E_s}{\sqrt{\tilde\Delta_s^2-\tilde E_s^2}},\qquad f_s=\frac{\tilde\Delta_s}{\sqrt{\tilde\Delta_s^2-\tilde E_s^2}} .$$

The density of states is $N_s/N_0=\mathrm{Im}\,g_s$ at $E+i0$. Surrounding this by $\tau_3$ reverses the sign of $\tau_1$. The matrix $\sigma_z$ keeps the spin, while $\sigma_x$ and $\sigma_y$ exchange the two spins. Since $G^{-1}$ contains $-\Sigma$,

$$\tilde E_s=E-sh+\tfrac{\Gamma}{2}(g_s+2g_{-s}),$$

$$\tilde\Delta_s=\Delta+\tfrac{\Gamma}{2}(f_s+2f_{-s}).$$

From the definitions, $\tilde E_sf_s=\tilde\Delta_sg_s$. In this equality the own-spin terms, both proportional to $g_sf_s$, cancel. Potential scattering produces own-spin terms of the same form, so it cancels too. What remains is

$$(E-sh+\Gamma g_{-s})f_s=(\Delta+\Gamma f_{-s})g_s .$$

Because $f_s^2-g_s^2=1$, we may set $g_s=\sinh\chi_s$ and $f_s=\cosh\chi_s$:

$$(E-sh)\cosh\chi_s-\Delta\sinh\chi_s+\Gamma\sinh(\chi_{-s}-\chi_s)=0. \qquad (1)$$

At $h=0$ the solution is $\chi_+=\chi_-$ with $\tanh\chi=E/\Delta$, whatever $\Gamma$ is. This confirms your opening remark: without a field, this scattering does nothing to the pairs.

**Q.** The Born average is an approximation. Why trust it?

**A.** It was compared with explicit random Hamiltonians: 160 orbital levels between $-15\Delta$ and $15\Delta$, random time-reversal-symmetric spin-orbit couplings, $h=1.5\Delta$, $\Gamma=3\Delta$, at imaginary energy $0.5i\Delta$. The singlet amplitude $(f_++f_-)/2$, averaged over eight samples, was 0.639. The Born average for the same levels gave 0.641.

For an unbounded band the Born value is 0.842, and equation (1) reproduces it. The test band is thus too narrow to represent a wide-band metal. With independent random couplings between all levels the Born average becomes exact as the number of levels grows, so the test checks the spin and particle-hole structure of $\Sigma$ and the normalization of $\Gamma$. It does not check the neglect of crossed scattering for real impurities, which requires a mean free path long compared with the Fermi wavelength. Without spin-orbit scattering the wide-band amplitude would be 0.351, so the scattering restores much of what the field removes.

**Q.** Equation (1) still has a separate $\pm h$ for each spin. How can a splitting linear in $h$ become anything else?

**A.** Separate what the spins share from what distinguishes them: $\chi_\pm=X\pm y$. The two equations are

$$(E-h)\cosh(X+y)-\Delta\sinh(X+y)-\Gamma\sinh2y=0,$$

$$(E+h)\cosh(X-y)-\Delta\sinh(X-y)+\Gamma\sinh2y=0.$$

Expand the hyperbolic functions. In half the sum, $\Gamma$ cancels; dividing by $\cosh y$ gives

$$E\cosh X-\Delta\sinh X=h\sinh X\tanh y. \qquad (2)$$

Half the difference is

$$(E\sinh X-\Delta\cosh X)\sinh y-h\cosh X\cosh y-\Gamma\sinh2y=0 .$$

Divide by $\cosh y$ and use $\sinh2y=2\sinh y\cosh y$:

$$2\Gamma\sinh y=-h\cosh X+(E\sinh X-\Delta\cosh X)\tanh y. \qquad (3)$$

No approximation has been made between (1) and these two equations. The field enters the shared part only through $h\tanh y$, and $y$ is itself driven by $h$. The effect on $X$ is therefore even in $h$.

**Q.** Then take the strong-scattering limit and tell me the energy scale.

**A.** For large $\Gamma$ the last term of (3) is small compared with the left side, and $y$ is small:

$$y\simeq-\frac{h\cosh X}{2\Gamma}. \qquad (4)$$

Put this into (2), with $\tanh y\simeq y$:

$$E\cosh X-\Delta\sinh X+\alpha\sinh X\cosh X=0, \qquad (5)$$

$$\alpha=\frac{h^2}{2\Gamma}=\frac{3\tau_{so}h^2}{2\hbar}. \qquad (6)$$

To identify $\alpha$, divide (5) by $\cosh X$ and write $u=\tanh X$, so that $\sinh X=u/\sqrt{1-u^2}$:

$$u\Delta=E+\alpha\frac{u}{\sqrt{1-u^2}} .$$

This is the Abrikosov-Gor'kov (AG) equation, known from magnetic impurities, with depairing energy $\alpha$. The coefficient $3/2$ belongs to my definition of $\tau_{so}$ and to isotropic scattering.

**Q.** The formula says that more scattering means less depairing. If scattering makes the Zeeman energy act as a pair breaker, should more of it not break more pairs?

**A.** Look at the pairs directly. Let $\Delta$ be small and $E=i\omega$, with $\omega>0$. The normal state has $\chi=i\pi/2$, so write $\chi_s=i\pi/2-i\epsilon_s$ with small $\epsilon_s$. Then $f_s=\cosh\chi_s\simeq\epsilon_s$ and $\sinh\chi_s\simeq i$. Equation (1), divided by $i$, becomes

$$(\omega+ish)f_s+\Gamma(f_s-f_{-s})=\Delta .$$

Define the singlet amplitude $f=(f_++f_-)/2$ and the triplet amplitude $t=(f_+-f_-)/2$. Half the sum and half the difference are

$$\omega f+iht=\Delta,\qquad(\omega+2\Gamma)t+ihf=0 .$$

Eliminating $t$ gives

$$f=\frac{\Delta}{\omega+h^2/(\omega+2\Gamma)} . \qquad (7)$$

The field turns singlet pairs into triplet pairs, and the scattering destroys the triplets. Here $\omega$ is the energy of one electron, while a pair carries $2\omega$. The term $2\Gamma$ added to $\omega$ thus means that triplet pairs decay at the rate $4\Gamma/\hbar$. For $\omega\ll2\Gamma$ the energy added to $\omega$ in the singlet amplitude is $h^2/(2\Gamma)=\alpha$, so singlet pairs decay at the rate $2\alpha/\hbar$. Faster scattering stops the conversion earlier, before much triplet amplitude has built up. This is motional narrowing.

Equation (7) was tested against the full equation (1) at $\omega=200\Delta$, $h=150\Delta$, $\Gamma=400\Delta$. They agreed to better than one part in $10^4$.

The same result can be written with the spin relaxation time $\tau_s$. One scattering event maps $\sigma_z$ to $\frac13\sum_i\sigma_i\sigma_z\sigma_i=-\sigma_z/3$. A polarization thus decays at the rate $(1+\frac13)/\tau_{so}$, so $\tau_s=3\tau_{so}/4$ and

$$\alpha=\frac{2\tau_sh^2}{\hbar}.$$

**Q.** And with weak scattering the splitting must come back. Where does your picture change?

**A.** In the small-gap problem, look for the free modes of $f$ and $t$, the values of $\omega$ at which the pair of equations has a solution with $\Delta=0$:

$$\omega(\omega+2\Gamma)+h^2=0,\qquad \omega=-\Gamma\pm\sqrt{\Gamma^2-h^2}.$$

For $\Gamma>h$ both modes simply decay. The slower one has $-\omega=\Gamma-\sqrt{\Gamma^2-h^2}$, which tends to $h^2/(2\Gamma)=\alpha$ for $\Gamma\gg h$. Because a pair carries $2\omega$, its decay rate is $-2\omega/\hbar$, in agreement with the rate $2\alpha/\hbar$ found above. For $\Gamma<h$ the modes oscillate, and for $\Gamma\to0$ they reduce to $\omega=\pm ih$, the bare Zeeman energies. So $\Gamma\sim h$ marks the crossover when the gap is small.

At finite gap and $h\ll\Delta$ the sharp coherence peaks change this scale. Within an energy of order $h$ from the edge, $\cosh\chi_s$ is of order $\sqrt{\Delta/h}$. The field term in (1) is then of order $h\sqrt{\Delta/h}=\sqrt{h\Delta}$, and the scattering must compete with that. The two peaks therefore merge at $\Gamma\sim\sqrt{h\Delta}$, which is larger than $h$.

**Q.** A common equation for $X$ is not yet a merged spectrum. Show me that the two spin densities coincide.

**A.** Their difference follows from (4):

$$g_+-g_-=2\cosh X\sinh y\simeq-\frac h\Gamma\cosh^2X=-\sqrt{\frac{2\alpha}{\Gamma}}\cosh^2X .$$

The last form uses $h=\sqrt{2\Gamma\alpha}$. At fixed $\alpha$ the spin difference vanishes as $\Gamma^{-1/2}$. The mean is

$$\tfrac12(g_++g_-)=\sinh X\cosh y\simeq\sinh X\left(1+\frac{\alpha\cosh^2X}{4\Gamma}\right).$$

Its correction is of order $1/\Gamma$, and so are the terms neglected in (5).

Both laws were tested at $\alpha=0.1\Delta$ with an energy broadening of $0.05\Delta$. Raising $\Gamma$ from $100\Delta$ to $400\Delta$ reduced the largest spin difference by a factor 2.00, and the largest deviation of the total density from the AG curve by 3.99. The expected factors are 2 and 4. The broadening matters for the second one. Without it the density starts as a square root at the edge, and an edge shift of order $1/\Gamma$ changes the density there by order $\Gamma^{-1/2}$.

**Q.** Near the spectral edge $\cosh X$ grows. Does your expansion survive there?

**A.** It does under a condition that can be made explicit. Below the edge $X$ is real, and (5) gives

$$E(X)=\Delta\tanh X-\alpha\sinh X .$$

The edge is the maximum of this function, because no real $X$ exists at higher energy. With $\zeta=\alpha/\Delta<1$,

$$\frac{dE}{dX}=\frac{\Delta}{\cosh^2X}-\alpha\cosh X=0\quad\Rightarrow\quad\cosh X=\zeta^{-1/3}.$$

There $\tanh X=\sqrt{1-\zeta^{2/3}}$, so

$$E_g=\Delta\tanh X\,(1-\zeta\cosh X)=\Delta(1-\zeta^{2/3})^{3/2}. \qquad (8)$$

The small quantity at the edge is therefore

$$|y|\simeq\frac{h}{2\Gamma\zeta^{1/3}} .$$

With $h=\sqrt{2\Gamma\alpha}$ this equals $\zeta^{1/6}\sqrt{\Delta/(2\Gamma)}$. For $\zeta<1$ it is small whenever $\Gamma\gg\Delta$, but that is more than is needed. Inserting $\zeta=h^2/(2\Gamma\Delta)$ gives $|y|^3=h\Delta/(4\Gamma^2)$, and the dropped last term of (3) has relative size of order $\Delta\zeta^{1/3}/(2\Gamma)=y^2$. The condition for using AG theory at the edge is therefore $\Gamma\gg\sqrt{h\Delta}$, the scale at which the peaks merge; in a weak field it can hold with $\Gamma<\Delta$. At energies comparable with $\Gamma$ the last term of (3) cannot be dropped, and the description by a constant $\alpha$ fails.

**Q.** Give me the size of the error, not just a condition.

**A.** Carry (3) one order further. Let $c=\cosh X$, $S=\sinh X$, $T=\tanh y$ and $T_0=-hc/(2\Gamma)$. To third order $\sinh y\simeq T+T^3/2$. In the small last term of (3) the leading energy $E=\Delta S/c-\alpha S$ suffices:

$$ES-\Delta c=\frac{\Delta(S^2-c^2)}{c}-\alpha S^2=-\frac{\Delta}{c}-\alpha S^2 .$$

With $T_0^2=\alpha c^2/(2\Gamma)$, equation (3) then yields

$$T\simeq T_0\left[1-\frac1\Gamma\left(\frac{\alpha c^2}{4}+\frac{\Delta}{2c}+\frac{\alpha S^2}{2}\right)\right].$$

Equation (2) reads $E=\Delta S/c+hST/c$, and $hST_0/c=-\alpha S$. The energy at given $X$ therefore rises by

$$\delta E=\frac{\alpha S}{\Gamma}\left(\frac{\alpha c^2}{4}+\frac{\Delta}{2c}+\frac{\alpha S^2}{2}\right).$$

Because $E(X)$ is stationary at the edge, the displacement of $X$ does not matter at this order. Insert $c=r^{-1}$, $S=\sqrt{1-r^2}/r$ and $\alpha=\Delta r^3$, with $r=\zeta^{1/3}$. The bracket becomes $\Delta r[\frac14+\frac12+\frac12(1-r^2)]$, so

$$\delta E_g=\frac{\Delta^2}{\Gamma}\,\zeta\sqrt{1-\zeta^{2/3}}\left(\frac54-\frac{\zeta^{2/3}}2\right). \qquad (9)$$

AG theory thus places the edge slightly too low. At $\zeta=0.1$ the shift found from (1) was 0.989 of (9) for $\Gamma=50\Delta$ and 0.997 for $\Gamma=200\Delta$.

**Q.** Those are very large ratios. Try a film someone might put in a tunnel junction.

**A.** Take an ultrathin aluminium film with rough parameters: critical temperature 2.5 K, thickness 2.5 nm, temperature 0.4 K and parallel field 4 T. The Zeeman energy is $h=0.2315$ meV, so $2h=0.463$ meV. The zero-field gap at zero temperature is 0.380 meV.

Without spin-orbit scattering, the condensation energy $N_0\Delta_0^2/2$ equals the normal-state Pauli energy $N_0h^2$ at $h=\Delta_0/\sqrt2$, which is 4.64 T. The chosen field lies below that.

Compare a clean film, $\tau_{so}=10$ ps, with one containing platinum as a strong spin-orbit scatterer, $\tau_{so}=0.1$ ps. Both times are rough. Everything else is held fixed except $\Delta$, which is computed self-consistently in each film. The peak positions below are for an energy broadening of $0.005\Delta$.

In the clean film $\Gamma=0.022$ meV, and the spin peaks lie at 0.162 and 0.610 meV. Their separation, about 0.45 meV, is 97% of $2h$. In the strong film $\Gamma=2.194$ meV, and

$$\alpha=\frac{(0.2315)^2}{2\times2.194}\ \text{meV}=0.0122\ \text{meV}=12.2\ \mu\text{eV}.$$

The spin peaks now lie at 0.365 and 0.391 meV. Their separation, 0.026 meV, is about 6% of $2h$, and the total density has a single maximum at 0.377 meV.

**Q.** How well does AG theory describe that film?

**A.** Its gap parameter is 0.3731 meV, so $\zeta=0.0327$ and $\Gamma/\Delta=5.9$. At the edge $|y|\simeq0.16$, small but not negligible. Equation (8) gives

$$E_g=0.3731\,(1-0.03274^{2/3})^{3/2}\ \text{meV}=0.3173\ \text{meV}.$$

The correction (9) raises this to 0.3197 meV, and solving (1) gives 0.3195 meV. The uncorrected edge is thus low by 0.7% of the full solution.

An experimenter who could resolve the edge might invert (8) to infer $\alpha$. Doing this with the edge from (1) gives 0.0115 meV, 6% below (6). With $\Delta$ held fixed, halving the field reduces the inferred $\alpha$ by 3.92, and halving $\tau_{so}$ reduces it by 1.93. The ideal factors are 4 and 2.

The field-induced drop of the gap parameter is less well described. AG theory with the same $\alpha$ gives 0.3703 meV, a drop of 0.010 meV from the zero-field value, where the full equations give a drop of 0.007 meV. The direction of the difference follows from (3). At $E=i\omega$ and lowest order in $h$, $\tanh X=i\omega/\Delta$ gives $E\sinh X-\Delta\cosh X=-\sqrt{\omega^2+\Delta^2}$, so $y=-h\cosh X/(2\Gamma+\sqrt{\omega^2+\Delta^2})$. In (2) this replaces $\alpha$ by the smaller energy $h^2/(2\Gamma+\sqrt{\omega^2+\Delta^2})$ at every frequency in the gap equation. The mean pair amplitude $\cosh X\cosh y$ is also raised slightly by its factor $\cosh y$.

**Q.** At what scattering time do the two maxima become one?

**A.** I scanned $\tau_{so}$ at 4 T with $\Delta$ fixed at 0.380 meV and a broadening of $0.01\Delta$. Two maxima were last found at 0.72 ps; the next value, 0.52 ps, had one. These times correspond to $\Gamma\simeq0.30$ and 0.42 meV, comparable with $\sqrt{h\Delta}=0.30$ meV. A single maximum therefore does not by itself establish the strong-scattering limit: the peaks merge at $\Gamma\sim\sqrt{h\Delta}$, before $\Gamma\gg\sqrt{h\Delta}$ holds.

**Q.** A real film in a field also has orbital depairing. Might that not swamp your effect?

**A.** It can. In a diffusive metal, a pair with wave number $q$ replaces $2\omega$ by $2\omega+\hbar Dq^2$ in the pair response, so its depairing energy is $\hbar D\langle q^2\rangle/2$. With $q=2eBz/\hbar$ measured from the midplane and $\langle z^2\rangle=d^2/12$,

$$\alpha_{orb}=\frac{De^2B^2d^2}{6\hbar}.$$

For a rough $D=2$ cm²/s this is 0.0051 meV, about 40% of $\alpha$. Such a small $D$ belongs to a strongly disordered film: with the free-electron Fermi velocity of aluminium, the mean free path is about 0.3 nm, close to the atomic spacing. The diffusive formula is then only an estimate. At 5 cm²/s and the same thickness, the orbital term would slightly exceed $\alpha$. Both terms grow as $B^2$, so field dependence alone does not separate them; changing the thickness or the platinum content can, provided $D$ is determined for each film, since either change may alter it.

The orbital term adds $\frac12\alpha_{orb}\sinh2\chi_s$ to (1). At fixed $\Delta$ the edge then falls from 0.3195 to 0.3044 meV. AG theory with the summed energy $\alpha+\alpha_{orb}$ gives 0.3033 meV, so simple addition works here to 0.4% of the edge.

**Q.** What else separates this calculation from a measured spectrum?

**A.** Three effects can be sized for this film:

- **Field tilt.** A perpendicular component $B_\perp$ gives $q^2$ a lowest value $2eB_\perp/\hbar$, hence a depairing energy $DeB_\perp$ near the perpendicular upper critical field. At smaller $B_\perp$ the film contains vortices and the depairing is not uniform, so this expression only estimates its scale. For a tilt of 0.1 degree it is 0.0014 meV, about 11% of $\alpha$.
- **Thermal smearing.** With a normal counter-electrode the width is about $3.5k_BT=0.12$ meV. This leaves the clean splitting visible but hides the residual 0.026 meV separation in the strong film.
- **Electron interactions.** They can reduce the effective Zeeman energy. A rough Fermi-liquid parameter of 0.2, applied with its full normal-state effect $h\to h/1.2$, lowers $\alpha$ to 0.0085 meV, or by 31%.

The model also assumes isotropic scattering throughout the film. Platinum concentrated at one surface need not satisfy this, and the coefficient $3/2$ could then depend on the field direction; I have not calculated that change. A scattering time extracted from a real film through (6) can therefore be wrong by tens of percent or more unless the orbital and interaction effects are determined separately. The numerical output lists the values used here.

## Numbers as computed

```
Born singlet amplitude, wide band: 0.8416
random-Hamiltonian singlet amplitude: 0.6392
Born singlet amplitude, same levels: 0.6409
singlet amplitude without spin-orbit: 0.3514
edge shift / predicted, Gamma = 50 Delta: 0.9885
edge shift / predicted, Gamma = 200 Delta: 0.9972
total-density error ratio, Gamma x4: 3.99
spin-difference ratio, Gamma x4: 1.999
critical temperature (rough): 2.5 K
temperature: 0.4 K
parallel field: 4 T
film thickness (rough): 2.5 nm
diffusion constant (rough): 2 cm2/s
zero-field gap at T = 0: 0.38 meV
Zeeman energy h: 0.2315 meV
Zeeman splitting 2h: 0.4631 meV
paramagnetic limit, no spin-orbit: 4.642 T
clean film tau_so (rough): 10 ps
clean film Gamma: 0.02194 meV
clean film gap parameter: 0.3705 meV
clean film lower spin peak: 0.1624 meV
clean film upper spin peak: 0.6099 meV
clean film peak separation: 0.4474 meV
strong film tau_so (rough): 0.1 ps
strong film spin relaxation time: 0.075 ps
strong film Gamma: 2.194 meV
strong film gap parameter: 0.3731 meV
gap parameter from AG with alpha: 0.3703 meV
depairing energy alpha: 0.01222 meV
depairing energy alpha, converted: 12.22 ueV
alpha / Delta: 0.03274
Gamma / Delta: 5.881
spin mixing angle |y| at the edge: 0.1649
alpha read from the exact edge: 0.01148 meV
read alpha ratio, field B to B/2: 3.916
read alpha ratio, tau_so to tau_so/2: 1.929
AG spectral edge: 0.3173 meV
AG edge with 1/Gamma correction: 0.3197 meV
exact spectral edge: 0.3195 meV
strong film spin-down peak: 0.3654 meV
strong film spin-up peak: 0.3913 meV
strong film peak separation: 0.02586 meV
strong film total peak energy: 0.3765 meV
strong film total peak height / N0: 2.192
AG peak height / N0: 2.194
smallest scanned tau_so with two maxima: 0.7197 ps
next scanned tau_so, one maximum: 0.5179 ps
orbital depairing energy: 0.005064 meV
edge with orbital term, exact: 0.3044 meV
edge from AG with summed energies: 0.3033 meV
assumed field tilt: 0.1 degree
depairing energy from tilt: 0.001396 meV
thermal smearing 3.5 kT: 0.1206 meV
assumed Fermi-liquid parameter (rough): 0.2
alpha with full Fermi-liquid reduction: 0.008484 meV
```
